# Leads set the dc conductance of a clean, finite Luttinger wire, part 2

The problem is whether a clean interacting wire on $0<x<L$ between leads has dc conductance $Ke^2/h$ or $e^2/h$. Carriers have charge $e>0$. The densities $\rho_\pm$ of right and left movers are measured from equilibrium, with $\rho=\rho_++\rho_-$, $j=v_F(\rho_+-\rho_-)$ and $I=ej$. For Fermi velocity $v_F$, field $E$ and screened forward scattering $\tfrac12\int V_0(x)\rho(x)^2dx$,

$$\partial_t\rho_\pm\pm v_F\partial_x\rho_\pm=\pm\frac1h\left[eE-\partial_x(V_0\rho)\right].\tag{1}$$

With $eV=(hv_F/2+V_0)\rho$ this gives

$$\mathcal L\,\partial_tI=E-\partial_xV,\qquad \mathcal C\,\partial_tV=-\partial_xI,\tag{2}$$

and, with $g=V_0/(hv_F)$ and $K=(1+2g)^{-1/2}$,

$$u=\frac{v_F}{K},\qquad Z=\frac{h}{2e^2K},\qquad \mathcal L=\frac{h}{2e^2uK},\qquad\mathcal C=\frac{2e^2K}{hu}.\tag{3}$$

A general Luttinger liquid, with Hamiltonian $H$ and independent $u(x)$, $K(x)$, also obeys (2), with the last two expressions in (3).

A point source $E=V_b\,\delta(x-y)$ makes $V$ jump by $V_b$ and leaves $I$ continuous. The conductivity is defined by $I(x)=\int\sigma(x,y)E(y)\,dy$, with time factor $e^{-i\omega t}$. An infinite uniform wire has $\sigma(x,y,\omega)=K(e^2/h)e^{i\omega|x-y|/u}$.

For a uniform wire with sharp contacts to free leads, $Z_0=h/2e^2$, plasmon currents are reflected from inside with $\gamma=(1-K)/(1+K)$. After a source at the midpoint is switched on, the current during $nL/u<t<(n+1)L/u$, in units of $V_be^2/h$, is

$$I_n=K\Big(1+2\sum_{m=1}^n\gamma^m\Big)=K+2K\gamma\,\frac{1-\gamma^n}{1-\gamma}=K+(1-K)(1-\gamma^n)=1-(1-K)\gamma^n,\tag{4}$$

With $k=\omega/u$, the direct wave $Ke^{ik|x-y|}$ is joined by echoes $Ae^{ikx}$ and $Be^{ik(L-x)}$, where

$$A=\gamma\,[Ke^{iky}+Be^{ikL}],\qquad B=\gamma\,[Ke^{ik(L-y)}+Ae^{ikL}].$$

Hence

$$\sigma=K\frac{e^2}{h}\left\{e^{ik|x-y|}+\frac{\gamma e^{ik(x+y)}+\gamma e^{ik(2L-x-y)}+2\gamma^2e^{2ikL}\cos k(x-y)}{1-\gamma^2e^{2ikL}}\right\}.\tag{5}$$

At the centre, with $z=e^{ikL}$,

$$\sigma_c=K\frac{e^2}{h}\,\frac{1+\gamma z}{1-\gamma z}.\tag{6}$$

A wave sent in from a lead has transmission and reflection amplitudes

$$t=\frac{(1-\gamma^2)e^{ikL}}{1-\gamma^2e^{2ikL}},\qquad r=-\gamma+\frac{\gamma(1-\gamma^2)e^{2ikL}}{1-\gamma^2e^{2ikL}}=\frac{\gamma(e^{2ikL}-1)}{1-\gamma^2e^{2ikL}}.$$

The example has $v_F=1.0\times10^5$ m/s, $L=2.0\ \mu$m, $g=1.5$, $K=0.5$, $u=2.0\times10^5$ m/s, $L/u=10$ ps, $\gamma=0.3333$, $Z=25.813$ kΩ, $Z_0=12.906$ kΩ, $V_b=100\ \mu$V and steady current 3.874 nA.

**Statement.** Let $u(x)$ and $K(x)$ be arbitrary on $0<x<L$, bounded above and away from zero. Let them be constant on each semi-infinite lead, with parameters $K_L$, $K_R$ and impedances $Z_{L,R}=h/2e^2K_{L,R}$. Let $H$ contain no electron backscattering. Then for all fixed $x,y$

$$\lim_{\omega\to0}\sigma(x,y,\omega)=\frac1{Z_L+Z_R}=\frac{e^2}{h}\,\frac{2K_LK_R}{K_L+K_R},\tag{7}$$

which does not depend on the wire and equals $e^2/h$ for non-interacting leads.

**Proof.** Take $x,y$ in $[0,L]$; otherwise enlarge the interval to include pieces of lead. With $e^{-i\omega t}$, (2) becomes $V'=V_b\delta(x-y)+i\omega\mathcal LI$ and $I'=i\omega\mathcal CV$. Away from $y$ the vector $w=(V,Z_0I)$ obeys $w'=i\omega M(x)w$, where $M$ has the off-diagonal entries $\mathcal L/Z_0$ and $Z_0\mathcal C$. Iterating the integral form gives a transfer matrix $T(x_2,x_1)$ with $\|T-1\|\le e^{|\omega|m}-1$, where $m=\int_0^L\|M\|dx$ is finite because $L$ is. The retarded solution decays into both leads for $\operatorname{Im}\omega>0$, which selects outgoing waves: $V(0)=-Z_LI(0)$ and $V(L)=Z_RI(L)$. Then

$$w(L)=T(L,y)\big[T(y,0)\,(-Z_L,Z_0)\,I(0)+(V_b,0)\big].$$

Inserting this into $V(L)-Z_RI(L)=0$ gives $[-(Z_L+Z_R)+O(\omega)]I(0)+V_b[1+O(\omega)]=0$. The coefficient of $I(0)$ stays away from zero, so $I(0)=V_b/(Z_L+Z_R)+O(\omega)$. The source changes only $V$, so $I(x)=I(0)+O(\omega)$. This proves (7).

The wire is a finite series inductance and a finite shunt capacitance, and at zero frequency the first is a short and the second an open circuit. The only place where energy leaves for good is the leads, so only their impedances survive. The homogeneous result is the case $K_L=K_R=K$: the $K$ in $Ke^2/h$ is the parameter of the medium at infinity.

For sharp contacts the echo sum agrees. With $\gamma_{L,R}=(K_{L,R}-K)/(K_{L,R}+K)$, the equations at $\omega=0$ are $A=\gamma_L(K+B)$ and $B=\gamma_R(K+A)$, so $K+A+B=K(1+\gamma_L)(1+\gamma_R)/(1-\gamma_L\gamma_R)$. Using $1+\gamma_L=2K_L/(K_L+K)$, the same for $R$, and $1-\gamma_L\gamma_R=2K(K_L+K_R)/[(K_L+K)(K_R+K)]$, the wire's $K$ cancels and (7) remains. A time integration for a wire with $K=0.4$, $u=1.5v_F$, contacts smoothed over $0.06L$, $K_L=1$ and $K_R=0.6$ settles at $0.7500\,e^2/h$, equal to $2\times0.6/1.6$.

**First correction.** Take $Z_L=Z_R=Z_0$. At zeroth order $I_0=V_b/2Z_0$, and $V=-V_b/2$ to the left of $y$ and $+V_b/2$ to the right. Integrating $V'$ over the wire gives $Z_0[I(0)+I(L)]=V_b+i\omega I_0\int_0^L\mathcal L\,dx$. Integrating $I'$ from each end and averaging gives $I(x)=\tfrac12[I(0)+I(L)]+\tfrac{i\omega}2\big[\int_0^x\mathcal CV-\int_x^L\mathcal CV\big]$. In the bracket, for either order of $x$ and $y$, the two outer pieces of the wire contribute $-V_b/2$ times their capacitance and the piece between $x$ and $y$ contributes $+V_b/2$ times its capacitance, so the bracket is $-\tfrac{V_b}2\big[\int_0^L\mathcal C-2|\int_x^y\mathcal C|\big]$. Dividing by $I_0$ and using $\mathcal L/Z_0=1/uK$ and $Z_0\mathcal C=K/u$,

$$\sigma=\frac{e^2}h\big[1+i\omega\tau_1+O(\omega^2)\big],\qquad\tau_1=\frac12\int_0^L\Big(\frac1K-K\Big)\frac{dx'}{u}+\Big|\int_x^y\frac Ku\,dx'\Big|.\tag{8}$$

For $K=1$ this is the flight time $|x-y|/u$, as it must be. At the centre of the example $\tau_1=\tfrac12(2-0.5)\times10\ \text{ps}=7.50$ ps. At 1 GHz, $\omega\tau_1=0.75\,kL=0.75\times0.0628=0.0471$, against $\operatorname{Im}\sigma_c=0.0470$ from (6). At the centre the interaction is thus visible at first order in frequency, in the phase. This depends on the positions: for a uniform wire with $u=v_F/K$, (8) exceeds the free flight time by $(1-K^2)(L/2-|x-y|)/v_F$, which vanishes when $x$ and $y$ are half a wire apart. By the bound on $T$, the dc value is guaranteed when $\omega m\ll1$, which for a uniform wire means $\omega$ small compared with $uK/L$ and $u/KL$.

## The same result from the electrons

For the model (1) the step at which finite length matters can be isolated. Set $h=v_F=e=V_b=1$, $q=\omega/v_F$, and $F=\delta(x-y)-\partial_x(g\rho)$. The outgoing solutions of (1) are $\rho_+(x)=\int_{-\infty}^xe^{iq(x-x')}F\,dx'$ and $\rho_-(x)=-\int_x^\infty e^{iq(x'-x)}F\,dx'$, as differentiation confirms. Integrating the $g\rho$ term by parts,

$$\rho_+=\Theta(x-y)e^{iq(x-y)}-g\rho-iq\int_{-\infty}^xe^{iq(x-x')}g\rho\,dx',$$
$$\rho_-=-\Theta(y-x)e^{iq(y-x)}-g\rho-iq\int_x^\infty e^{iq(x'-x)}g\rho\,dx'.$$

The sum and the difference are

$$(1+2g)\rho+iq\int e^{iq|x-x'|}g\rho\,dx'=\operatorname{sgn}(x-y)\,e^{iq|x-y|},\tag{9}$$
$$j(x)=e^{iq|x-y|}-iq\int\operatorname{sgn}(x-x')\,e^{iq|x-x'|}g\rho\,dx'.\tag{10}$$

Equation (9) has the form of the random-phase approximation, which is exact here because (1) is. If $\int|g|\,dx$ is finite and $1+2g\ge c>0$, which is the condition of stability, (9) gives $\max|\rho|\le1/(c-|q|\int|g|)$ for small $q$. The integral in (10) is then bounded and $j\to1$. In an infinite uniform wire the range of the integral grows as $1/q$. At $q=is$ the current found earlier is $Ke^{-sK|x-y|}$ and moves at $u=1/K$, so $\rho=\operatorname{sgn}(x-y)K^2e^{-sK|x-y|}$. Equation (10) at $x=y$ gives $j=1-2gK^2s/[s(1+K)]$, and $2gK^2=1-K^2$ turns this into $1-(1-K)=K$. The charge spreads over a length $u/s$, and the reduction from 1 to $K$ comes from the part of it within about $1/[s(1+K)]$ of the source, the decay length of the integrand in (10). That length grows without bound as $s\to0$, and a finite wire cannot supply it.

A numerical solution of (9) and (10), whose only physical input is $g(x)$, is tested against (5), $t$, $r$ and both orders of limits. For the smooth profile $g=1.5\sin^2(\pi x/L)$ with $x=0.3L$ and $y=0.6L$ it is tested against (8), which gives $\tau_1=6.62$ ps.

## Reservoirs and the Meir-Wingreen setting

The Meir-Wingreen approach rests on one premise: the interaction is confined to a central region, and the current is evaluated in free leads whose incoming electrons have the distribution of the reservoirs. The present model meets this premise, and the outgoing flux follows from a conservation law without any Green function of the interacting region. Define

$$\mu_\pm=hv_F\rho_\pm+V_0\rho=eV\pm\frac{hI}{2e},$$

where the second form follows from $hv_F\rho_\pm=\tfrac{hv_F}2\rho\pm\tfrac{hv_F}2(\rho_+-\rho_-)$. Equation (1) reads $\partial_t\rho_\pm\pm\partial_x\mu_\pm/h=\pm eE/h$. For $E=0$ right movers and left movers are separately conserved, with currents $\pm\mu_\pm/h$. In a steady state both $\mu_\pm$ are therefore uniform. In the left lead $V_0=0$, the density of states of right movers is $1/hv_F$, and $\mu_+=hv_F\rho_+$ is the chemical potential shift $\mu_L$ of the reservoir that emits them; a constant density of states makes this independent of temperature. Likewise $\mu_-=\mu_R$. Subtracting the two definitions,

$$I=\frac eh(\mu_+-\mu_-)=\frac eh(\mu_L-\mu_R).$$

A static source between unbiased reservoirs is equivalent. Both $\mu_\pm$ jump by $eV_b$ at $y$, with $\mu_+=0$ on the left and $\mu_-=0$ on the right, so $\mu_+-\mu_-=eV_b$ on both sides.

In the time integration, a step launched from the left lead with $\mu_+=100\ \mu$eV and $\mu_-=0$ ends with the same values inside the wire, where $V=50.0\ \mu$V. The plasmon modes of the wire have their own potentials $V\pm ZI$, and by the definition of $Z$ the relation $I=K(e^2/h)\,\Delta V_{\rm pl}$ with $\Delta V_{\rm pl}=2ZI$ always holds. In the steady state $\Delta V_{\rm pl}=2\times25.813\ \text{k}\Omega\times3.874\ \text{nA}=200\ \mu$V, which is $V_b/K$. The factor $K$ is correct relative to this potential difference, but the reservoirs fix $\mu_\pm$, and the echoes are the process that raises $\Delta V_{\rm pl}$ to $V_b/K$.

For two spin channels with forward scattering $g_\parallel$ within a channel and $g_\perp$ between channels, each species obeys (1) with $g\rho$ replaced by $g_\parallel\rho_\sigma+g_\perp\rho_{-\sigma}$. An electric field drives both alike, so $\rho_\uparrow=\rho_\downarrow$ and each obeys the one-channel problem with $g=g_\parallel+g_\perp$. The conductivity is twice (5) with $K_c=[1+2(g_\parallel+g_\perp)]^{-1/2}$. The spin mode, $\rho_\uparrow=-\rho_\downarrow$, must be stable as well, which requires $1+2(g_\parallel-g_\perp)>0$. For $g_\parallel=g_\perp=1.2$ this holds, $K_c=5.8^{-1/2}=0.4152$ and $G=2.0000\,e^2/h$. The program splits the same sum as $0.4+2.0$. That split violates the spin condition, so it tests only the algebra of the charge response, which depends on the sum alone, and does not describe a stable wire.

## Where the statement stops

The proof uses the separate conservation of right and left movers. An impurity, a contact abrupt on the Fermi wavelength, or umklapp scattering at commensurate filling adds to (1) a term that transfers electrons between the branches. Then $\mu_\pm$ are no longer uniform, (7) is not established, and the wire's $K$ can enter through that term. The proof also uses finite $m$, so an unscreened Coulomb interaction reaching into the leads is excluded, and interacting leads give (7) with their own parameters in place of $e^2/h$ only if they are semi-infinite; finite interacting leads that end in free ones are part of the wire, and (7) gives $e^2/h$ again. A real contact that widens into a two-dimensional gas is represented by a free one-dimensional lead only if the widening is adiabatic for the electrons. The time steps (4), the finite-frequency results (5) and (6), and the amplitudes $t$ and $r$ assume in addition leads of wave impedance $h/2e^2$ and contacts short on the plasmon wavelength, and are not established here for such a contact. Band curvature is dropped, which confines bias and temperature to values small compared with the Fermi energy. Fractional quantum Hall edges are a different problem: their modes are not built from the free chiral fermions of (1), so the value $e^2/h$ derived here for free leads cannot be carried over to them.

The program that carries out the tests and produces the numbers used above follows, with its output.

## Calculated quantities

```
L = 2.0 um, vF = 1.0e+05 m/s, bias = 100 uV
g = 1.50, V0 = g h vF = 620.4 meV nm
K = 0.5000, gamma = 0.3333, u = 2.00e+05 m/s
L/u = 10.00 ps, L/vF = 20.00 ps
hbar u/L = 65.82 ueV, over kB = 0.764 K
e^2/h = 38.740 uS, K e^2/h = 19.370 uS
Z lead = 12.906 kOhm, Z wire = 25.813 kOhm
inductance per length = 129.1 nH/um
capacitance wire = 193.7 aF/um, lead = 774.8 aF/um
plateau 0: 0.5000 e^2/h, current 1.937 nA
plateau 1: 0.8333 e^2/h, current 3.228 nA
plateau 2: 0.9444 e^2/h, current 3.659 nA
plateau 3: 0.9815 e^2/h, current 3.802 nA
plateau 4: 0.9938 e^2/h, current 3.850 nA
long-time G = 1.0000 e^2/h = 38.74 uS, current 3.874 nA
false dc current K e^2/h bias = 1.937 nA
first current fraction inside wire = 0.6667
transmitted fractions = 0.8889, 0.0988, 0.0110; total 1.0000
echo current fractions = -0.3333, 0.2963, 0.0329; |total| 0.0000
transmitted energy fraction of short pulse = 0.800
f = 1 GHz: kL = 0.0628, Re = 0.9970, Im = 0.0470, |sigma| = 0.9982 e^2/h, |t|^2 = 0.9978
f = 10 GHz: kL = 0.6283, Re = 0.7773, Im = 0.3427, |sigma| = 0.8495 e^2/h, |t|^2 = 0.8373
f = 25 GHz: kL = 1.5708, Re = 0.4000, Im = 0.3000, |sigma| = 0.5000 e^2/h, |t|^2 = 0.6400
f = 50 GHz: kL = 3.1416, Re = 0.2500, Im = 0.0000, |sigma| = 0.2500 e^2/h, |t|^2 = 1.0000
tau1 at centre = 7.50 ps
tau1, g sin^2 profile, x=0.3L, y=0.6L = 6.62 ps
centre sigma at omega=is, sL/vF=24: 0.500 e^2/h; sL/vF=0.001: 1.000 e^2/h
in wire: mu+ = 100.0 ueV, |mu-| = 0.0 ueV, V = 50.0 uV
plasmon potential difference 2 Z I = 200.0 uV
smooth wire: K = 0.4, u = 1.5 vF, width = 0.06 L, K_L = 1.0, K_R = 0.6
smooth wire long-time G = 0.7500 e^2/h
two channels: g_par = 0.4, g_perp = 2.0, K_c = 0.4152, G = 2.0000 e^2/h
```
